Monotonic Adiabatic Connection and Its Form from Coordinate Scaling

An approximate correlation functional returns one number, the correlation energy E_c at full electron repulsion. If that number is read as the change that correlation makes in the mean repulsion, the result is badly wrong: in the helium calculation below E_c is −0.042 hartree, while the repulsion changes by −0.078 hartree. The difference is kinetic energy. It is accounted for by following the system, at fixed density, as the repulsion is switched on. The same curve shows what a global hybrid changes when it mixes in exact exchange, and what it leaves alone. Two things are needed: a proof that the exact curve cannot rise, and a rule that extracts the curve from a functional known only at full coupling.

**1. The connection at fixed density**

Hartree atomic units are used. Let T be the kinetic energy operator of N electrons and V_ee = Σ_{i<j} 1/|r_i − r_j| their repulsion. For a given density n and coupling λ ≥ 0 define

F^λ[n] = min_{Ψ→n} ⟨Ψ|T + λV_ee|Ψ⟩,  (1)

where Ψ→n means that only antisymmetric, normalized wavefunctions with density n compete. A minimizer is assumed to exist and is called Ψ_λ; ⟨V_ee⟩_λ is its mean repulsion. With the Hartree energy

U[n] = ½ ∫∫ n(r)n(r′)/|r − r′| d³r d³r′,

the adiabatic connection integrand is

W_λ[n] = ⟨V_ee⟩_λ − U[n].  (2)

At λ = 0 only the kinetic energy is minimized, so F⁰ = T_s, the non-interacting kinetic energy. The minimizer there is assumed to be a single determinant Φ, so that W_0 = ⟨Φ|V_ee|Φ⟩ − U = E_x, the exact exchange energy. The exchange-correlation energy is defined by F¹ = T_s + U + E_xc, and E_c = E_xc − E_x.

**2. Why the integrand cannot rise**

Take two couplings μ < λ. Both minimizers have density n, so each is an allowed trial state in the other's problem. Using Ψ_μ at coupling λ gives

F^λ ≤ ⟨Ψ_μ|T + μV_ee + (λ − μ)V_ee|Ψ_μ⟩ = F^μ + (λ − μ)⟨V_ee⟩_μ.  (3)

Using Ψ_λ at coupling μ gives

F^μ ≤ ⟨Ψ_λ|T + λV_ee − (λ − μ)V_ee|Ψ_λ⟩ = F^λ − (λ − μ)⟨V_ee⟩_λ.  (4)

Solve both for F^λ − F^μ and subtract (λ − μ)U, which is the same number throughout because the density is the same:

(λ − μ)W_λ ≤ F^λ − F^μ − (λ − μ)U ≤ (λ − μ)W_μ.  (5)

Dividing the outer members by λ − μ > 0 gives

W_λ ≤ W_μ for μ < λ.  (6)

As repulsion counts for more, the electrons avoid each other more and pay for it in kinetic energy. If a minimizer is not unique, (6) holds for any choice of minimizers at the two couplings.

A strict decrease needs a further condition. For N = 1 there is no repulsion, and W_λ = −U at every λ. For N ≥ 2, suppose that n is the ground-state density of a local potential at each coupling, v_μ and v_λ, with ground-state energies E_μ and E_λ. If W_λ = W_μ, the outer members of (5) coincide, (3) becomes an equality, and Ψ_μ is also a minimizer at λ. Its energy in the potential v_λ is then F^λ + ∫v_λ n d³r, which is the ground-state energy E_λ, so Ψ_μ obeys both Schrödinger equations. Their difference is

[(λ − μ)V_ee + Σ_i (v_λ(r_i) − v_μ(r_i))]Ψ_μ = (E_λ − E_μ)Ψ_μ.

Wherever Ψ_μ ≠ 0, V_ee would be a sum of functions of one electron position each. Hold all coordinates fixed except x₁ and x₂. For such a sum, the difference of differences over any small rectangle in the (x₁, x₂) plane vanishes. For 1/r₁₂ it is the integral over the rectangle of

∂²(1/r₁₂)/∂x₁∂x₂ = [r₁₂² − 3(x₁ − x₂)²]/r₁₂⁵,

which has one sign on a suitably chosen small rectangle. The other terms of V_ee do not contain both x₁ and x₂ and drop out. This is a contradiction, so under the stated condition W_λ falls strictly.

**3. Energy as an area**

Divide the interval from 0 to 1 into M equal steps and add (5) over them. The middle members add to F¹ − F⁰ − U = E_xc. The outer members are the lower and upper step sums of W, which differ by (W_0 − W_1)/M and so meet as M → ∞:

E_xc = ∫₀¹ W_λ dλ.  (7)

No derivative was needed. Where F^λ is differentiable, dividing (5) by λ − μ and letting the two couplings meet gives

dF^λ/dλ = ⟨V_ee⟩_λ = W_λ + U.  (8)

Define the correlation energy at coupling λ by removing the energy of the determinant Φ:

E_c^λ = F^λ − T_s − λ(U + E_x).  (9)

Equations (8) and (9) give the correlation part of the integrand,

W_{c,λ} ≡ W_λ − E_x = dE_c^λ/dλ.  (10)

At λ = 1, write F¹ = ⟨T⟩₁ + ⟨V_ee⟩₁ in (9) and let T_c = ⟨T⟩₁ − T_s. Then

E_c = T_c + W_{c,1}.  (11)

T_c is the kinetic cost of correlation. It is not negative, because T_s is the smallest kinetic energy available at this density.

**4. Coupling traded for length**

A functional is normally given only at λ = 1. Coordinate scaling supplies the other couplings. For γ > 0 let

Ψ_[γ](r₁, …, r_N) = γ^{3N/2} Ψ(γr₁, …, γr_N),  n_γ(r) = γ³n(γr).  (12)

The prefactor preserves the norm, and Ψ_[γ] has density n_γ if Ψ has density n. Substituting s = γr, each of the two derivatives in T yields a factor γ, and 1/r₁₂ yields one factor γ:

⟨T⟩ → γ²⟨T⟩,  ⟨V_ee⟩ → γ⟨V_ee⟩.  (13)

Now let Ψ have density n_{1/λ}(r) = λ⁻³n(r/λ), with λ > 0. Scaling it by the factor λ restores the density n, and by (13)

⟨Ψ_[λ]|T + λV_ee|Ψ_[λ]⟩ = λ²⟨T⟩ + λ·λ⟨V_ee⟩ = λ²⟨Ψ|T + V_ee|Ψ⟩.  (14)

Scaling pairs the trial states of the two densities one to one, so the minima are related in the same way:

F^λ[n] = λ²F¹[n_{1/λ}],  ⟨V_ee⟩_λ[n] = λ⟨V_ee⟩₁[n_{1/λ}].  (15)

Weak coupling at density n is full coupling at a compressed density, where kinetic energy dominates.

The parts of F¹ other than correlation scale simply. By (13), T_s[n_γ] = γ²T_s[n]. Substitution in the double integral gives U[n_γ] = γU[n]. Since Φ scales into the determinant of n_γ, E_x[n_γ] = γE_x[n]. With γ = 1/λ, the first relation in (15) becomes

F^λ[n] = T_s[n] + λ(U[n] + E_x[n]) + λ²E_c[n_{1/λ}].

Comparison with (9) gives E_c^λ[n] = λ²E_c[n_{1/λ}], and (10) then gives

W_λ[n] = E_x[n] + d/dλ {λ²E_c[n_{1/λ}]}.  (16)

For the exact functional this is a theorem, wherever the derivative exists. For an approximate one, inserting its own exchange and correlation defines its integrand. If the functional uses orbitals, they are scaled along with the density.

**5. Working form for semilocal functionals**

For a closed shell let E_c = ∫f(n, σ)d³r with σ = |∇n|². Since ∇n_γ carries a factor γ⁴, σ carries γ⁸. With γ = 1/λ, the change of variable r = λs contributes λ³, so

λ²E_c[n_{1/λ}] = λ⁵ ∫ f(n/λ³, σ/λ⁸) d³r.

Differentiating the prefactor and both arguments gives

W_{c,λ} = λ⁴ ∫ [5f − 3ñ ∂f/∂ñ − 8σ̃ ∂f/∂σ̃] d³r,  ñ = n/λ³, σ̃ = σ/λ⁸,  (17)

where f is evaluated at ñ and σ̃. In the local density approximation (LDA) the last term is absent.

Integrating W_{c,λ} from λ = 0 to 1 recovers E_c provided that λ²E_c[n_{1/λ}] → 0 as λ → 0. The approach to that limit distinguishes functionals. In the dense uniform gas the correlation energy per electron behaves as A ln r_s, with A = (1 − ln 2)/π² and r_s the radius of the sphere that holds one electron. This known result is taken as input. Scaling divides r_s by γ, so to leading order in LDA

E_c[n_γ] ≈ −NA ln γ + c,

with c independent of γ. Hence

W_{c,λ} ≈ d/dλ (NAλ² ln λ + cλ²) = 2NAλ ln λ + (NA + 2c)λ.  (18)

This vanishes at λ = 0, but its slope there is −∞. If instead E_c[n_γ] settles to a finite limit C, with γ dE_c[n_γ]/dγ → 0, the integrand starts as 2Cλ.

**6. What an approximation may violate**

The proof of (6) used a minimization over wavefunctions, and an approximate functional need not come from one. Its integrand never rises if and only if λ²E_c[n_{1/λ}] is a concave function of λ, since W_{c,λ} is the slope of that function.

A simple model shows that this can fail. Let E_c = −C∫n^{3/2}d³r with C > 0. Scaling gives γ^{9/2} from the integrand and γ⁻³ from the volume, so E_c[n_{1/λ}] = λ^{−3/2}E_c[n] and

W_{c,λ} = d/dλ (λ^{1/2}E_c[n]) = ½λ^{−1/2}E_c[n].  (19)

This is negative and rises towards zero as λ grows, although its area from 0 to 1 is still E_c. A correct area therefore does not guarantee an acceptable curve.

**7. What a global hybrid changes**

Let a global hybrid mix a fraction a of exact exchange with an approximate exchange E_x^app that also scales linearly:

E_xc^hyb = aE_x + (1 − a)E_x^app + E_c^app.

In λ²E_xc^hyb[n_{1/λ}] both exchange terms become proportional to λ, so their derivatives are constants:

W_λ^hyb = aE_x + (1 − a)E_x^app + W_{c,λ}^app.  (20)

At a given density, mixing shifts the whole curve defined by (16) vertically. Its dependence on λ comes from the correlation functional alone. The hybrid energy fixes only the area, so other model curves share it. For a = ¼, the curve E_x^app + W_{c,λ}^app + (E_x − E_x^app)(1 − λ)³, often used to motivate that fraction, has the same area because ∫₀¹(1 − λ)³dλ = ¼, but it starts at exact exchange and is not the integrand that scaling gives.

**8. The helium atom**

The reference is full configuration interaction for the two-electron singlet, in a Gaussian basis of 11 s, 6 p, 4 d and 2 f shells. In each set the exponents form a geometric series of ratio 2.6, starting at 0.10, 0.25, 0.60 and 1.50 bohr⁻². The total energy is −2.9032 hartree. Higher angular momenta are left out and the basis is finite, so this lies 0.0005 hartree above the converged energy, −2.9037 hartree.

To keep the density fixed while λ changes, a local potential v is sought. If E_0^λ[v] is the ground-state energy of T + λV_ee + Σ_i v(r_i), the variational principle gives

E_0^λ[v] − ∫vn d³r ≤ F^λ[n],  (21)

with equality when the ground state in v has density n. The left side was maximized by Newton's method, with v equal to −2/r plus five smooth adjustable functions. At the five couplings listed below, the densities obtained differ from n by at most 7.2 × 10⁻⁵ electrons, measured by the integral of the absolute difference.

Two electrons in one orbital have ⟨Φ|V_ee|Φ⟩ = U/2, so E_x = −U/2. With U = 2.0488 hartree, E_x = −1.0244 hartree. The reference integrand, in hartree, is

λ = 0: W = −1.0244, W_c = 0
λ = 0.25: W = −1.0469, W_c = −0.0225
λ = 0.50: W = −1.0673, W_c = −0.0429
λ = 0.75: W = −1.0857, W_c = −0.0613
λ = 1: W = −1.1024, W_c = −0.0780

The last digit of these values depends on the basis. In a converged basis that contains r₁₂ explicitly, U = 2.0491, E_x = −1.0246, F⁰ = 2.8671 and F¹ = 3.8495 hartree. W is then lower by 0.0002 hartree at λ = 0 and by 0.0009 hartree at λ = 1, and W_c is −0.0229, −0.0435, −0.0620 and −0.0788 hartree at the four nonzero couplings. The Gaussian values are kept below.

The curve falls, as (6) requires. It also flattens, which the proof does not address. From F¹ = 3.8493 and F⁰ = 2.8665 hartree,

E_xc = 3.8493 − 2.8665 − 2.0488 = −1.0660 hartree,
E_c = −1.0660 + 1.0244 = −0.0416 hartree (−1.13 eV).

The area under W_c, from Boole's five-point rule, agrees:

[32(−0.0225) + 12(−0.0429) + 32(−0.0613) + 7(−0.0780)]/90 = −0.0416 hartree.

Equation (11) gives T_c = −0.0416 + 0.0780 = 0.0364 hartree (0.99 eV), the kinetic energy missed by the reading described at the start.

For the scaling law at λ = ½, a separate maximization was made at full coupling for the compressed density n₂, in the same unscaled basis, with v equal to −4/r plus four smooth adjustable functions; the density reached in this search was not compared with n₂. It gives E_c[n₂] = −0.0431 hartree, hence λ²E_c[n₂] = −0.0431/4 = −0.0108 hartree. The value obtained directly from F^{1/2} through (9) is −0.0111 hartree. The two differ by about 3% of the direct value, and the mean repulsions in (15) differ by 0.0006 hartree (0.98155 directly, 0.98217 from scaling). The finite basis, which is not scaled with the density, and the incomplete density constraint can both enter this comparison; their shares were not separated. The gap is numerical error. In the converged basis E_c[n₂] = −0.0450 hartree, 0.0019 hartree lower, both routes give −0.0113 hartree, and both mean repulsions are 0.9811 hartree.

Equation (17), evaluated by quadrature on the uncompressed helium density n, gives these values of W_c in hartree for LDA (in the PW parametrization), PBE and LYP:

λ = 0.25: −0.0769, −0.0222, −0.0253
λ = 0.50: −0.1202, −0.0430, −0.0465
λ = 0.75: −0.1533, −0.0620, −0.0635
λ = 1: −0.1805, −0.0794, −0.0774

The correlation energies are −0.1124, −0.0418 and −0.0438 hartree. On a grid of spacing 0.02 from λ = 0.02 to 1, all three integrands decrease for this density. LDA is far too negative at each coupling listed. PBE stays within 0.001 hartree of the reference up to λ = 0.75 and lies 0.0014 hartree below it at λ = 1. The basis error of the reference matters on this scale. Accurate values for helium are E_c = −0.04211, T_c = 0.03664 and hence W_{c,1} = −0.07875 hartree, so the reference is too high by 0.0005 hartree in E_c and by 0.0007 hartree in W_{c,1}. About half of the PBE gap at λ = 1 is therefore basis error, and the signs of differences smaller than about 0.001 hartree are not established by this reference alone. Against the converged W_c, PBE lies above the curve at λ = 0.25 and 0.5, on it at λ = 0.75 and below it at λ = 1, within 0.001 hartree at all four couplings. LYP lies below the reference up to λ = 0.75 and slightly above it at λ = 1. Measured against the accurate values, its E_c is too negative by 0.0017 hartree and its end point is too high by 0.0013 hartree.

The small-λ behaviour also separates the functionals. When γ grows from 10³ to 10⁴, the LDA value of E_c[n_γ] changes by −0.1430 hartree, against −2A ln 10 = −0.1432 from the logarithm. The PBE value changes by only 0.00004 hartree, which indicates a finite limit and hence a finite initial slope.

For the hybrid PBE0, a = ¼. With PBE exchange equal to −1.0130 hartree on this density, (20) starts at

¼(−1.0244) + ¾(−1.0130) = −1.0158 hartree.

This is 0.0086 hartree above the exact-exchange value for this density. From there the curve falls as the PBE curve does, because in the integrand defined by scaling the exchange mixing has moved only its height. On the converged density the PBE exchange is −1.0131 hartree and the starting value −1.0160 hartree, and the offset of 0.0086 hartree is unchanged.
